# Klein and Luttinger-Ward Functionals in GW: Stationarity and Second-Order Errors

## 1. What dimensions and symmetry allow

Let $\Omega[G]$ be a functional of the Green function that is stationary at the self-consistent $G_*$, and put $G=G_*+D$. The leading error is a quadratic form in $D$ with the dimension of energy. $G$ is an inverse energy and the self-energy $\Sigma$ an energy, and the pairing that does not depend on the orbital basis is the trace $\langle A,B\rangle=\mathrm{Tr}\,AB$, which carries a factor $k_BT$. The error is therefore $\langle D,LD\rangle$, with $L$ a linear map from $G$-like to $\Sigma$-like objects. The two functionals treated here are built from $G^{-1}$ and $\Sigma[G]$, which supply two such maps:

$$MD=G_*^{-1}DG_*^{-1},\qquad \mathcal KD=\delta\Sigma .$$

Their ratio $J=M^{-1}\mathcal K$, that is $JD=G_*\,\delta\Sigma\,G_*$, is dimensionless. A product of $M$, $M^{-1}$ and $\mathcal K$ in which each factor receives the type of object it acts on has the form $MJ^k$, so

$$E=-\tfrac12\langle D,M\varphi(J)D\rangle .$$

The function $\varphi$ is constrained at two points. If $JD=D$, then $G_*+D$ still solves Dyson's equation to first order, the slope of $\Omega$ stays zero along $D$, and $\varphi(1)=0$. A functional in which $G$ enters only through $\Phi$, $\Sigma$ and $\mathrm{Tr}\,\Sigma G$ is constant without interaction, where all three vanish, and has $\varphi(0)=0$. The simplest candidates are $1-\lambda$ and $\lambda(1-\lambda)$. The argument suggests the form without proving it, since maps such as $D\to\Sigma_*D\Sigma_*$ have the same type and are not excluded by dimensions; Part 6 derives the form and shows that these polynomials belong to the Klein and the Luttinger-Ward (LW) functional.

## 2. Conventions and the GW $\Phi$

The ensemble is grand canonical at fixed $\mu$ and $T$, with $\beta=1/k_BT$, $\omega_n=(2n+1)\pi k_BT/\hbar$, $\nu_m=2m\pi k_BT/\hbar$. The system is spin restricted, with one-body matrix $h$ and interaction $\tfrac12\sum v_{ij}c^\dagger_{i\sigma}c^\dagger_{j\sigma'}c_{j\sigma'}c_{i\sigma}$, $v$ real and symmetric. With $G_{ij}(\tau)=-\langle T c_i(\tau)c_j^\dagger\rangle$, every function is transformed as $A(i\omega_n)=\hbar^{-1}\int_0^{\hbar\beta}e^{i\omega_n\tau}A(\tau)\,d\tau$, $A(\tau)=k_BT\sum_ne^{-i\omega_n\tau}A(i\omega_n)$. Then $G_0^{-1}=i\hbar\omega_n+\mu-h$, the density matrix per spin is $\rho=G(0^-)$, and $n_i=2\rho_{ii}$. The trace includes spin:

$$\mathrm{Tr}\,A=2k_BT\sum_ne^{i\omega_n0^+}\mathrm{tr}\,A(i\omega_n),\qquad \mathrm{Tr}\,AB=\frac2\hbar\int_0^{\hbar\beta}\!d\tau\,A_{ji}(-\tau)B_{ij}(\tau).$$

The second form (indices summed) follows by inserting the integral for $B(i\omega_n)$ and summing over $n$. Also $\mathrm{Tr}\,G=N$, and $\mathrm{Tr}\,uG=2\,\mathrm{tr}\,u\rho$ for static $u$. An admissible $G$ obeys $G(-i\omega)=G(i\omega)^\dagger$, is invertible at every $\omega_n$, and equals $1/i\hbar\omega+O(\omega^{-2})$ at large $\omega$, so that variations are $O(\omega^{-2})$.

With $P_{ij}(\tau)=2G_{ij}(\tau)G_{ji}(-\tau)$, $W=(1-vP)^{-1}v$ and $W_c=W-v$,

$$\Phi=\tfrac12\sum_{ij}n_iv_{ij}n_j-\sum_{ij}v_{ij}\rho_{ij}\rho_{ji}+\tfrac12k_BT\sum_m\mathrm{tr}\,[\ln(1-vP)+vP].$$

The first two terms vary as $2\sum_i(vn)_i\delta\rho_{ii}-2\sum_{ij}v_{ij}\rho_{ij}\delta\rho_{ji}=\mathrm{Tr}\,\Sigma_{HF}\delta G$, where $\Sigma_{HF,ij}=\delta_{ij}(vn)_i-v_{ij}\rho_{ij}$. In the third, $\delta\,\mathrm{tr}\ln(1-vP)=-\mathrm{tr}\,W\delta P$, so

$$\delta\Phi_c=-\tfrac12k_BT\sum_m\mathrm{tr}\,W_c\,\delta P=-\frac1{2\hbar}\int d\tau\,W_{c,ji}(-\tau)\,\delta P_{ij}(\tau).$$

Here $\delta P_{ij}(\tau)=2\delta G_{ij}(\tau)G_{ji}(-\tau)+2G_{ij}(\tau)\delta G_{ji}(-\tau)$. In the second term rename $i\leftrightarrow j$ and $\tau\to-\tau$, which is allowed because the integrand is periodic. Since $P_{ij}(\tau)=P_{ji}(-\tau)$ and $v$ is symmetric, $W_{c,ij}(\tau)=W_{c,ji}(-\tau)$, and the two terms are equal:

$$\delta\Phi_c=-\frac2\hbar\int d\tau\,W_{c,ji}(-\tau)G_{ji}(-\tau)\,\delta G_{ij}(\tau)=\mathrm{Tr}\,\Sigma_c\,\delta G,\qquad \Sigma_{c,ij}(\tau)=-G_{ij}(\tau)W_{c,ij}(\tau).$$

Thus $\delta\Phi=\langle\Sigma,\delta G\rangle$ with $\Sigma=\Sigma_{HF}+\Sigma_c$. Varying $W=v+vPW$ gives $(1-vP)\delta W=v\,\delta P\,W$, or $\delta W=W\delta PW$, and the kernel is

$$\mathcal KD=\Sigma_{HF}[D(0^-)]-D(\tau)W_c(\tau)-G(\tau)\,\delta W(\tau),$$

with products in $\tau$ taken element by element. It is symmetric, $\langle A,\mathcal KB\rangle=\langle B,\mathcal KA\rangle$, because both sides are $\partial_a\partial_b\Phi[G+aA+bB]$ at $a=b=0$. This requires $1-vP$ invertible at every $\nu_m$. Parts 3, 4, 6 and 7 use $\delta\Phi=\langle\Sigma,\delta G\rangle$ and this symmetry, and so hold for any twice differentiable $\Phi$ whose $\Sigma$ is a static matrix plus $O(\omega^{-1})$ at large $\omega$.

## 3. The functionals and their convergent forms

Define the Dyson image $\bar G[G]=(G_0^{-1}-\Sigma[G])^{-1}$, so that $G_*=\bar G[G_*]$, and

$$\Omega_K=\Phi-\mathrm{Tr}(G_0^{-1}G-1)-\mathrm{Tr}\ln(-G^{-1}),$$
$$\Omega_{LW}=\Phi-\mathrm{Tr}\,\Sigma G-\mathrm{Tr}\ln(-\bar G^{-1}).$$

The logarithms need a reference. For one level $\xi=\varepsilon-\mu$, $k_BT\sum_ne^{i\omega_n0^+}(i\hbar\omega_n-\xi)^{-1}=G(0^-)=f(\xi)$, the Fermi function. The $\xi$-derivative of $k_BT\sum_ne^{i\omega_n0^+}\ln(\xi-i\hbar\omega_n)$ is therefore $-f(\xi)$, which is also the derivative of $k_BT\ln(1+e^{-\beta\xi})$. The constant, common to both functionals, is fixed so that an empty level contributes nothing:

$$-\mathrm{Tr}\ln(-G_0^{-1})=\Omega_0=-2k_BT\sum_a\ln(1+e^{-\beta\xi_a}).$$

Since $\mathrm{tr}\ln=\ln\det$ and determinants multiply, $-\mathrm{Tr}\ln(-G^{-1})=\Omega_0+\mathrm{Tr}\ln(G_0^{-1}G)$. With $Y=G_0^{-1}G-1=O(\omega^{-1})$,

$$\Omega_K=\Omega_0+\Phi+\mathrm{Tr}\,[\ln(1+Y)-Y].$$

The summand is $-\tfrac12Y^2+\dots=O(\omega^{-2})$ and needs no convergence factor. For LW, $\bar G^{-1}=G_0^{-1}(1-G_0\Sigma)$ and $\Sigma_c=O(\omega^{-1})$, so the $\omega^{-1}$ terms involve $\Sigma_{HF}$ and are summed in closed form:

$$\Omega_{LW}=\Omega_0+\Phi-2\,\mathrm{tr}\,\Sigma_{HF}(\rho-\rho_0)-\mathrm{Tr}\,\Sigma_cG-\mathrm{Tr}\,[\ln(1-G_0\Sigma)+G_0\Sigma_{HF}].$$

The determinants at $\omega_n$ and $-\omega_n$ are complex conjugates, so each pair contributes $2\ln|\det|$, and this pairing defines the branch. If $G\to Z/i\hbar\omega$ with $Z\ne1$, $Y$ tends to a constant and the sum in this form of $\Omega_K$, taken without a convergence factor, diverges; the tail condition excludes such $G$.

## 4. Stationarity and equal values

**Klein.** From $\delta\,\mathrm{tr}\ln(-G^{-1})=\mathrm{tr}\,G\,\delta(G^{-1})$ and $\delta(G^{-1})=-G^{-1}\delta G\,G^{-1}$ the logarithm varies as $-\mathrm{tr}\,G^{-1}\delta G$, so

$$\delta\Omega_K=\langle\Sigma-G_0^{-1}+G^{-1},\delta G\rangle=\langle G^{-1}-\bar G^{-1},\delta G\rangle .$$

A variation confined to one pair $\pm\omega_n$ is admissible and arbitrary within the Hermiticity condition. The slope therefore vanishes for all $\delta G$ if and only if $G=\bar G$ at every frequency: Klein stationarity is equivalent to Dyson's equation.

**Luttinger-Ward.** The three terms give $\langle\Sigma,\delta G\rangle$, $-\langle\delta\Sigma,G\rangle-\langle\Sigma,\delta G\rangle$ and, because $\delta(\bar G^{-1})=-\delta\Sigma$, $-\mathrm{Tr}\,\bar G\,\delta(\bar G^{-1})=+\langle\bar G,\delta\Sigma\rangle$. The terms with $\delta G$ cancel:

$$\delta\Omega_{LW}=\langle\bar G-G,\mathcal K\,\delta G\rangle=\langle\mathcal K(\bar G-G),\delta G\rangle ,$$

with the kernel taken at $G$ and its symmetry used in the last step. Dyson's equation implies stationarity. The converse gives $\mathcal K(\bar G-G)=0$, which is weaker when $\mathcal K$ has a null space. With the Hartree-Fock $\Phi$ the kernel acts through $D(0^-)$; any admissible $G$ with the self-consistent density matrix has $\bar G=G_{HF}$ and $(\bar G-G)(0^-)=0$, and is a stationary point of LW without solving Dyson's equation.

**Difference.** $\Phi$ cancels. The linear terms combine to $-\mathrm{Tr}[(G_0^{-1}-\Sigma)G-1]$ and the logarithms to $\mathrm{Tr}\ln(\bar G^{-1}G)$. For any admissible $G$,

$$\Omega_K-\Omega_{LW}=\mathrm{Tr}\,[\ln(1+X)-X],\qquad X=\bar G^{-1}G-1 .$$

At $G_*$, $X=0$ and the two values coincide; call the common value $\Omega_*$. Near $G_*$ the difference is $-\tfrac12\mathrm{Tr}X^2$. $X(i\omega_n)$ is not Hermitian, so $\mathrm{tr}X^2$ need not be positive.

## 5. What the common value is

When a parameter changes smoothly along a branch of solutions, the induced change of $G_*$ is admissible and drops out by stationarity. For $\mu$, $\partial_\mu\Omega_0=-N_0$ and $\partial_\mu Y=G$, so

$$\frac{d\Omega_*}{d\mu}=-N_0+\mathrm{Tr}\,[G^{-1}G_0\,G-G]=-N_0+N_0-N=-N .$$

Now let $v\to sv$ and $\mu=\mu_0+s\mu_1$. The HF terms of $\Phi$ are linear in $v$ and quadratic in $\rho$, so $s\,\partial_s\Phi_{HF}=\Phi_{HF}=\tfrac12\mathrm{Tr}\,\Sigma_{HF}G$. $\Phi_c$ depends on $svP$, so $s\,\partial_s$ acts as $\delta P=P$ in Part 2, giving $-\hbar^{-1}\!\int W_{c,ji}(-\tau)G_{ji}(-\tau)G_{ij}(\tau)\,d\tau=\tfrac12\mathrm{Tr}\,\Sigma_cG$. Hence

$$\frac{d\Omega_*}{ds}=\frac{\mathrm{Tr}\,\Sigma G_*}{2s}-\mu_1N,\qquad \Omega_*(s=0)=\Omega_0(\mu_0).$$

$\Omega_*$ is the grand potential obtained by integrating the Galitskii-Migdal interaction energy of self-consistent GW over the coupling. At $s\to0$, $\tfrac12\mathrm{Tr}\,\Sigma G$ becomes the Wick value of the interaction in the noninteracting ensemble, which is the exact first-order term, so $\Omega_*-\Omega_{\rm exact}=O(s^2)$.

Stationarity belongs to $\Omega$ at fixed $\mu$. The free energy $\Omega[G]+\mu N[G]$ differs from $\Omega_*+\mu N_*$ by $\mu\,\mathrm{Tr}D$ at first order, unless the input has the right $N$. Adding $\mu N_*$ instead keeps the error second order.

## 6. Second-order errors

Follow the line $G=G_*+\epsilon D$ and expand the slopes of Part 4 to first order in $\epsilon$.

For Klein, $G^{-1}=G_*^{-1}-\epsilon MD$ and $\bar G^{-1}=G_*^{-1}-\epsilon\mathcal KD$, so $d\Omega_K/d\epsilon=\epsilon\langle(\mathcal K-M)D,D\rangle$. Integration from 0 to 1 supplies $\tfrac12$, and $\mathcal K=MJ$ gives

$$E_K=-\tfrac12\langle D,M(1-J)D\rangle .$$

For LW, $\delta\bar G=-G_*\,\delta(\bar G^{-1})\,G_*=\epsilon G_*(\mathcal KD)G_*=\epsilon JD$. Thus $J$ is the Jacobian of the iteration $G\to\bar G[G]$. The factor $\bar G-G=\epsilon(J-1)D$ is already first order, so the kernel may be taken at $G_*$: $d\Omega_{LW}/d\epsilon=\epsilon\langle(J-1)D,\mathcal KD\rangle$. Moving $\mathcal K$ across the pairing,

$$E_{LW}=-\tfrac12\langle D,MJ(1-J)D\rangle .$$

These are the two polynomials of Part 1. $M$ is symmetric by cyclicity of the trace, and $J$ is self-adjoint with respect to it:

$$\langle A,MJB\rangle=\langle A,\mathcal KB\rangle=\langle\mathcal KA,B\rangle=\langle MJA,B\rangle=\langle JA,MB\rangle .$$

Two consequences follow. First, $E_K-E_{LW}=-\tfrac12\langle D,M(1-J)^2D\rangle=-\tfrac12\langle(1-J)D,M(1-J)D\rangle$; since $X=G_*^{-1}(1-J)D$ to first order, this is $-\tfrac12\mathrm{Tr}X^2$, as in Part 4. Second, Klein evaluated at $\bar G[G]$ has $D\to JD$ and the error $-\tfrac12\langle D,MJ^2(1-J)D\rangle$. One Dyson iteration inserts $J^2$; passing from Klein to LW inserts $J$, half an iteration at this order.

## 7. Modes, and why there is no inequality

Let $Jv_a=\lambda_av_a$. Self-adjointness gives $(\lambda_a-\lambda_b)\langle v_a,Mv_b\rangle=0$, so modes with different eigenvalues are $M$-orthogonal. Assume that $D=\sum_ac_av_a$ over mutually $M$-orthogonal modes, and write $m_a=\langle v_a,Mv_a\rangle$. Completeness is an assumption, since an operator self-adjoint in an indefinite form need not be diagonalizable; complex eigenvalues occur in conjugate pairs whose contributions add to a real number. Then

$$\{E_K,\;E_{LW},\;E_K[\bar G]\}=\sum_aw_a\{1,\;\lambda_a,\;\lambda_a^2\},\qquad w_a=-\tfrac12c_a^2m_a(1-\lambda_a).$$

Along one mode $E_{LW}=\lambda E_K$. LW has the smaller error if $|\lambda|<1$, the condition under which undamped iteration contracts that mode, and the larger if $|\lambda|>1$; for $\lambda<0$ the two functionals bracket $\Omega_*$ along the mode. At $\lambda=1$ both curvatures vanish, the linearized Dyson equation has a nonzero solution, and higher orders decide.

If all $w_a$ were real and of one sign, $E_{LW}/E_K$ would be a weighted mean of the $\lambda_a$ and could not exceed the spectral radius of $J$ in modulus. They need not be, because $M$ is indefinite, so that the $m_a$ take both signs. For $D=G_*uG_*$ one has $m=\mathrm{Tr}\,uG_*uG_*$. Take $u$ static and Hermitian, and assume $G_*=\int d\xi\,A(\xi)/(i\hbar\omega-\xi)$ with $A\ge0$. Partial fractions and the Fermi sum of Part 3 give

$$m=2\iint d\xi\,d\xi'\,\mathrm{tr}[uA(\xi)uA(\xi')]\,\frac{f(\xi)-f(\xi')}{\xi-\xi'}\le0,$$

because $uAu\ge0$ makes the trace non-negative and $f$ decreases. Take instead $u=g\cdot1$ with $g=(ix-E)^{-1}+(ix+E)^{-1}=-2ix/(x^2+E^2)$, $x=\hbar\omega_n$. A pole of $G_*$ at $\xi$ in a static-potential model contributes

$$\mathrm{Re}\,\frac{g^2}{(ix-\xi)^2}=\frac{4x^2(x^2-\xi^2)}{(x^2+E^2)^2(x^2+\xi^2)^2}.$$

This is negative for $|x|<|\xi|$, where its modulus is below $4/E^4$, and tends to $4/(x^2+E^2)^2$ for $|x|\gg|\xi|$. For $E\gg|\xi|,k_BT$ the positive region has an integral that approaches $2\pi/E^3$ with a relative correction of order $|\xi|/E$ (0.16 against 0.23 aJ$^{-3}$ for $E=3$ aJ, $\xi=0.3$ aJ, $T=2000$ K) and the negative one less than $8|\xi|/E^4$ in modulus, so $m>0$. At weak coupling $E_K\approx-m/2$ takes both signs. The Klein stationary point is then a saddle, gives no bound on $\Omega_*$ over admissible $G$, and the sums over modes can cancel. An input with $E_K=0$ and $E_{LW}\neq0$ is not excluded by $|\lambda_a|<1$.

## 8. Weak coupling with Hartree-Fock input

Scale $v\to sv$. Subtracting the two Dyson equations, with $D=G_{HF}-G_*$, gives $G_{HF}^{-1}-G_*^{-1}=\Sigma_c[G_*]-\Sigma_{HF}[D(0^-)]$. Since $W_c=vPv+\dots=O(s^2)$, $D=-G\Sigma_cG+O(s^3)$. The kernel is $\mathcal K_{HF}=O(s)$ plus $O(s^2)$. The leading terms are

$$E_K\simeq-\tfrac12\mathrm{Tr}\,\Sigma_cG\Sigma_cG\propto s^4,\qquad E_{LW}\simeq-\tfrac12\langle D,\mathcal K_{HF}D\rangle=-\tfrac12\,\delta n\,v\,\delta n+\sum_{ij}v_{ij}\,\delta\rho_{ij}\delta\rho_{ji}\propto s^5,$$

provided the coefficients do not vanish. Terms cubic in $D$ start at $s^6$ or later. The leading LW error depends on the density-matrix error $\delta\rho=D(0^-)$ alone, while the Klein error samples every frequency. Both are of higher order than $\Omega_*-\Omega_{\rm exact}$ when its $s^2$ coefficient does not vanish, as in the example of Part 9.

## 9. Worked example

The model has two sites, hopping $t=0.2$ aJ, site energies $\pm\Delta/2$ with $\Delta=0.1$ aJ, on-site $U=0.4$ aJ, inter-site $V=0.2$ aJ, $\mu=\mu_0+U/2+V=0.02+0.2+0.2=0.42$ aJ and $T=2000$ K, so $k_BT=0.027613$ aJ and $\hbar\omega_0=\pi k_BT=0.086749$ aJ. Variations are real, symmetric and spin restricted. $J$ maps that space, which contains the HF input, into itself, and the spectral radii refer to it. Other sectors have different leading eigenvalues: $0.348$ for antisymmetric (current) and $0.592$ for spin variations here, and $0.292$ and $0.972$ at the stronger coupling below. The choice $U=2V$ is special: the HF kernel of the staggered charge mode, $2(U-V)-U$, vanishes, which keeps the radius in the symmetric space small. The numerical check compares finite differences of the convergent forms of Part 3 with the slope, curvature and mode formulas.

**At $G_*$.** Both functionals give $-0.960066747$ aJ ($-5.99227$ eV). The coupling-constant integral of Part 5 gives the same nine decimals, and $-d\Omega_*/d\mu=2.000043=N_*$. These digits measure the agreement of the routes; the distance to exact diagonalization is $-0.96006675+0.95970667=-3.6\times10^{-4}$ aJ. Directions and modes are scaled so that the largest $|D(\tau)|$ on the quadrature nodes in $\tau$ is 1. The nodes omit the end points, where $|D|$ can be slightly larger; the choice of scale changes $m$ and the quadratic coefficients by a common factor and leaves their signs and ratios unchanged. Along three directions the slopes of both functionals are below $10^{-9}$ aJ in modulus, while $\Phi$ alone has slopes $-0.273$, $0.076$ and $0.468$ aJ. The quadratic coefficients, in aJ, are:

| direction | $m$ | Klein | LW |
|---|---|---|---|
| towards HF | 3.522 | −2.066 | 0.324 |
| static $u=\mathrm{diag}(1,-1)$ | −2.584 | 1.324 | −0.032 |
| dynamic, $E=3$ aJ | 12.665 | −6.957 | 0.639 |

The signs of $m$ and of the Klein coefficient in the last two rows are those derived in Part 7, and they are tested. The LW coefficients also take both signs, so in this model LW is a saddle too.

**Modes.** With the same scaling, the two leading real modes have $\lambda=-0.11136$, $m=1.73773$ aJ and $\lambda=0.10143$, $m=-3.01476$ aJ. For the first, $-\tfrac12(1.11136)(1.73773)=-0.96562$ aJ is the Klein coefficient, $(-0.11136)(-0.96562)=0.10753$ aJ the LW one, and $0.01240\times(-0.96562)=-0.01197$ aJ that of Klein at $\bar G$. For the second, $-\tfrac12(0.89857)(-3.01476)=1.35449$ aJ and $0.10143\times1.35449=0.1374$ aJ.

**HF input.** With $\max|D|=0.01070$ the second-order Klein error is $-2.0656\times0.01070^2=-2.365\times10^{-4}$ aJ. The full errors relative to $\Omega_*$ are $-2.359\times10^{-4}$ aJ ($-1.47$ meV) for Klein and $+3.83\times10^{-5}$ aJ ($+0.24$ meV) for LW; the second-order LW estimate, $3.71\times10^{-5}$ aJ, is 3% below the full LW error. The difference $-0.96030262+0.96002844=-2.742\times10^{-4}$ aJ equals $\mathrm{Tr}[\ln(1+X)-X]$, whose quadratic term is $-2.761\times10^{-4}$ aJ.

The ratio of the second-order errors is $0.324159/(-2.065600)=-0.157$, and that of the full errors $-0.162$. Both exceed the spectral radius $0.111$ in modulus. Within the mode expansion this requires weights $w_a$ that are not all real and of one sign. For this input the two modes above carry $-2.58\times10^{-4}$ and $+0.60\times10^{-4}$ aJ, and a complex pair at $\lambda=-0.038\pm0.007i$ carries $-0.50\times10^{-4}$ aJ. The spectral radius does not bound the gain of LW over Klein for a general input: adding the first mode with $c^2=1.35449/0.96562$ to the second makes the Klein coefficient zero and the LW one $1.35449\,(0.10143+0.11136)=0.288$ aJ. For HF input the ratio can also lie inside the radius, as at $U=0.4$ aJ, $V=0.1$ aJ, where it is $-0.107$ against $0.429$. Klein at $\bar G[G_{HF}]$ has error $-2.8\times10^{-6}$ aJ. The mismatch in particle number adds $\mu\,\delta N=0.42\times(2.000055-2.000043)=5\times10^{-6}$ aJ to a free energy formed with $N[G_{HF}]$.

**Exponents.** For $s=0.03,0.06,0.12$ the Klein errors grow by factors $1.6336\times10^{-8}/1.0930\times10^{-9}=14.95$ and $14.01$, with base-2 logarithms $3.902$ and $3.809$. A correction to the exponent linear in $s$ doubles between these and is removed by $2(3.902)-3.809=3.995$. The same procedure gives $5.027$ for LW and $2.002$ for $\Omega_*-\Omega_{\rm exact}$, consistent with $4$, $5$ and $2$.

**Stronger coupling.** For $U=0.8$ aJ, $V=0$, $\mu=0.42$ aJ, $\Omega_*=-0.97144$ aJ ($-6.0632$ eV). The leading mode has $\lambda=-1.648$ and $m=-2.473$ aJ, so the Klein coefficient is $-\tfrac12(2.64843)(-2.47334)=3.275$ aJ, LW gives $-5.399$ aJ and Klein at $\bar G$ gives $8.900$ aJ. Along this mode LW is worse by the factor $1.648$. Undamped iteration amplifies the mode; mixing $G\to G+\alpha(\bar G-G)$ multiplies it by $1-\alpha(1-\lambda)$ and contracts it for $\alpha<2/2.648=0.755$.

The HF input is the spin-restricted solution, which at this $U$ lies $0.097$ aJ above a spin-polarized HF solution. For it LW is nevertheless the closer to $\Omega_*$, with error $+6.85\times10^{-3}$ aJ ($+43$ meV) against $-2.35\times10^{-2}$ aJ ($-147$ meV) for Klein, and Klein at $\bar G$ has $-9.4\times10^{-4}$ aJ. With $\max|D|=0.080$ the second-order estimates miss the full errors by 6% (Klein) and 13% (LW).

Closeness to $\Omega_*$ is not closeness to the exact value, here $-1.00741$ aJ. $\Omega_*$ lies $0.036$ aJ above it, LW at HF input $0.043$ aJ above, and Klein at HF input $0.012$ aJ above, because the negative input error of Klein partly cancels the positive error of the GW $\Phi$. At $U=0.4$ aJ, $V=0.2$ aJ the order is reversed: Klein lies $6.0\times10^{-4}$ aJ below the exact value and LW $3.2\times10^{-4}$ aJ below.

## Computed results

```
t = 0.2, Delta = 0.1, mu0 = 0.02 aJ, T = 2000 K, kT = 0.027613 aJ
hbar omega_0 = 0.086749 aJ, omega_0 = 8.22597e+14 1/s
U = 0.40, V = 0.20, mu = 0.42 aJ; N(G*) = 2.000043
Omega0 = -1.68002392 aJ, Phi[G*] = 0.29371303 aJ, exact Omega = -0.95970667 aJ
Klein[G*] = -0.960066747 aJ = -5.9922653 eV; LW[G*] = -0.960066747 aJ
HF input: N = 2.000055, max|G_HF - G*|(tau) = 0.01070
Klein[HF] = -0.96030262 aJ, LW[HF] = -0.96002844 aJ
Klein error = -2.3588e-04 aJ = -1.4722e-03 eV; second order -2.3652e-04 aJ
LW error = 3.8310e-05 aJ = 2.3911e-04 eV; second order 3.7118e-05 aJ
LW/Klein error ratio = -0.1624; Klein[Gbar[HF]] error = -2.7684e-06 aJ
Tr[ln(1+X)-X] = -2.741879e-04 aJ, -Tr X^2/2 = -2.761171e-04 aJ
slopes at G_HF: Klein 4.402511e-02, LW -7.274582e-03, Phi 2.800603e-01 aJ
dynamic direction: poles of dSigma at +-3.0 aJ; all directions have max|D(tau)| = 1
to HF: slopes K 9.0e-10, LW -2.5e-10, Phi -0.2734 aJ; m = 3.52172 aJ
  curvature K -2.065600 (formula -2.065600), LW 0.324159 (formula 0.324159) aJ
static: slopes K 7.9e-11, LW -6.8e-13, Phi 0.0757 aJ; m = -2.58416 aJ
  curvature K 1.324247 (formula 1.324247), LW -0.032004 (formula -0.032004) aJ
dynamic: slopes K 8.1e-11, LW 7.7e-11, Phi 0.4677 aJ; m = 12.66537 aJ
  curvature K -6.957457 (formula -6.957457), LW 0.639281 (formula 0.639281) aJ
kernel symmetry: <A,KB> = -0.18109008, <B,KA> = -0.18109008 aJ
spectral radius of Jacobian = 0.11136
mode lam = -0.11136: m = 1.73773, cK = -0.96562, cLW = 0.10753, cK[Gbar] = -0.01197 aJ
  ratios cLW/cK = -0.11136, cK[Gbar]/cK = 0.01240, lam^2 = 0.01240
mode lam = 0.10143: m = -3.01476, cK = 1.35449, cLW = 0.13738, cK[Gbar] = 0.01393 aJ
  ratios cLW/cK = 0.10143, cK[Gbar]/cK = 0.01029, lam^2 = 0.01029
-dOmega*/dmu = 2.000043; coupling-constant integral = -0.960066747 aJ
s = 0.03: E_K = -1.0930e-09, E_LW = 3.3475e-12, GW - exact = -9.1637e-06 aJ
s = 0.06: E_K = -1.6336e-08, E_LW = 1.0610e-10, GW - exact = -3.4806e-05 aJ
s = 0.12: E_K = -2.2891e-07, E_LW = 3.2698e-09, GW - exact = -1.2532e-04 aJ
exponents extrapolated to s = 0: Klein 3.995, LW 5.027, GW - exact 2.002
U = 0.80, V = 0.00, mu = 0.42 aJ; N(G*) = 2.000181
Omega0 = -1.68002392 aJ, Phi[G*] = 0.29076513 aJ, exact Omega = -1.00740528 aJ
Klein[G*] = -0.971437656 aJ = -6.0632369 eV; LW[G*] = -0.971437656 aJ
HF input: N = 2.002143, max|G_HF - G*|(tau) = 0.08046
Klein[HF] = -0.99491512 aJ, LW[HF] = -0.96458570 aJ
Klein error = -2.3477e-02 aJ = -1.4653e-01 eV; second order -2.4958e-02 aJ
LW error = 6.8520e-03 aJ = 4.2767e-02 eV; second order 5.9544e-03 aJ
LW/Klein error ratio = -0.2919; Klein[Gbar[HF]] error = -9.3877e-04 aJ
Tr[ln(1+X)-X] = -3.032941e-02 aJ, -Tr X^2/2 = -3.412335e-02 aJ
spectral radius of Jacobian = 1.64843
mode lam = -1.64843: m = -2.47334, cK = 3.27523, cLW = -5.39898, cK[Gbar] = 8.89984 aJ
  ratios cLW/cK = -1.64843, cK[Gbar]/cK = 2.71732, lam^2 = 2.71732
```
